# Vacuum Polarization with a Proper-Time Cutoff in the Effective Action, part 2

A charged fermion field of mass $m$ responds to an external electromagnetic field $A_\mu$. The second-order response, the polarization tensor $\Pi_{\mu\nu}$, diverges at one loop. It is regulated here by a lower limit $s_0=1/\Lambda^2$ on the proper time $s$ of the fermion's effective action. The problem asks what happens to gauge invariance and to the cutoff dependence.

Units are $\hbar=c=1$, and space-time is Euclidean with four dimensions, so $k^2\ge0$ for real momenta. The matrices $\gamma_\mu$ are Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, and a slash means contraction with $\gamma_\mu$. The action is

$$S=\int d^4x\left[\tfrac14F_{\mu\nu}F_{\mu\nu}+\bar\psi(\slashed D+m)\psi\right],\qquad D_\mu=\partial_\mu-ieA_\mu ,$$

with $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$ and $\alpha=e^2/4\pi$.

Part (a) started from $\Gamma[A]=-\ln\mathrm{Det}(\slashed D+m)$ and defined the gauge-invariant regulated action

$$\Gamma_\Lambda[A]=\frac12\int_{s_0}^\infty\frac{ds}{s}\,e^{-m^2s}\,\mathrm{Tr}\left(e^{s\slashed D^2}-e^{s\partial^2}\right),\qquad s_0=\frac1{\Lambda^2}.$$

Its quadratic part is $\frac12\int\frac{d^4k}{(2\pi)^4}A_\mu(-k)A_\nu(k)\Pi_{\mu\nu}(k)$, with $\Pi_{\mu\nu}=(k^2\delta_{\mu\nu}-k_\mu k_\nu)\Pi(k^2)$.

Part (b) wrote the second-order part of $\mathrm{Tr}\,e^{s\slashed D^2}$ as $\int\frac{d^4k}{(2\pi)^4}A_\mu(-k)A_\nu(k)K_{\mu\nu}(k;s)$. The kernel is the sum of a two-vertex term and a contact term:

$$K^{\rm loop}_{\mu\nu}=\frac{e^2s^2}{2}\int_0^1dx\int\frac{d^4p}{(2\pi)^4}\,N_{\mu\nu}\,e^{-s[x(p+k)^2+(1-x)p^2]},$$

$$N_{\mu\nu}=\mathrm{tr}\left\{\left[\slashed p\gamma_\mu+\gamma_\mu(\slashed p+\slashed k)\right]\left[(\slashed p+\slashed k)\gamma_\nu+\gamma_\nu\slashed p\right]\right\},$$

$$K^{\rm contact}_{\mu\nu}=-\frac{e^2}{4\pi^2s}\,\delta_{\mu\nu}.$$

Here $x$ is the fraction of the total proper time spent between the two vertices on one side of the loop.

Part (c) found that the longitudinal component of the two-vertex term, $k_\mu K^{\rm loop}_{\mu\nu}k_\nu/k^2=e^2/(4\pi^2s)$, cancels the contact term at each $s$. The sum is

$$K_{\mu\nu}(k;s)=\frac{e^2}{2\pi^2}(k^2\delta_{\mu\nu}-k_\mu k_\nu)\int_0^1dx\,x(1-x)\,e^{-x(1-x)sk^2}.$$

### (d) The proper-time integral

**Find $\Pi(k^2)$ at finite $\Lambda$. Compare it with the large-cutoff limit and describe what happens when the cutoff is low.**

**Solution.** The factors $\frac12$ in the proper-time formula and in the definition of $\Pi_{\mu\nu}$ cancel, so $\Pi_{\mu\nu}=\int_{s_0}^\infty\frac{ds}{s}e^{-m^2s}K_{\mu\nu}$. Let

$$\Delta(x)=m^2+x(1-x)k^2 .$$

For $\Delta>0$ the integrand is positive and the double integral converges, so the order of integration may be exchanged. The substitution $t=s\Delta$ gives

$$\int_{s_0}^\infty\frac{ds}{s}e^{-s\Delta}=\int_{\Delta/\Lambda^2}^\infty\frac{dt}{t}e^{-t}=\Gamma\left(0,\frac{\Delta}{\Lambda^2}\right),$$

which is the upper incomplete gamma function of order zero. With $e^2=4\pi\alpha$,

$$\boxed{\Pi(k^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\,\Gamma\left(0,\frac{m^2+x(1-x)k^2}{\Lambda^2}\right).}$$

Since $x(1-x)$ lies between 0 and $\frac14$, the condition $\Delta>0$ holds for every $x$ if $m^2+k^2/4>0$. Real Euclidean momenta satisfy it. After continuation to timelike momenta it fails at $k^2=-4m^2$, the threshold for producing a pair. Beyond that point the proper-time integral diverges at large $s$ for some $x$, and the function must be defined by analytic continuation.

To find the behaviour at small $z=\Delta/\Lambda^2$, split the integral at $t=1$ and write $e^{-t}=1-(1-e^{-t})$ below it:

$$\Gamma(0,z)=-\ln z-C+\int_0^z\frac{1-e^{-t}}{t}dt,\qquad C=\int_0^1\frac{1-e^{-t}}{t}dt-\int_1^\infty\frac{e^{-t}}{t}dt .$$

Integrating both terms of $C$ by parts gives $C=-\int_0^\infty e^{-t}\ln t\,dt=\gamma_E$, Euler's constant, approximately 0.5772. Expanding the last integral in $\Gamma(0,z)$ gives

$$\Gamma(0,z)=-\ln z-\gamma_E+z-\frac{z^2}{4}+\dots$$

For $\Lambda^2\gg\Delta$ the gamma function therefore becomes $\ln(\Lambda^2/\Delta)-\gamma_E$. The constant $\gamma_E$ has no separate physical meaning: rescaling $\Lambda^2$ by a fixed factor changes it.

The two expressions part company at a low cutoff. The logarithmic expression becomes negative for $z>e^{-\gamma_E}\approx0.56$, while $\Gamma(0,z)$ is positive at every positive $z$. The difference is also visible in the slope with respect to the cutoff. Since $d\Gamma(0,z)/dz=-e^{-z}/z$,

$$\frac{d\Pi}{d\ln\Lambda^2}=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)e^{-\Delta/\Lambda^2}.$$

At large $\Lambda$ the exponential tends to 1 and the slope tends to $\alpha/3\pi$, because $\int_0^1x(1-x)dx=\frac16$. At low $\Lambda$ the exponential switches the slope off. A logarithm would keep its constant slope.

Two kinds of suppression need to be distinguished. For a heavy fermion, $1/t\le1/z$ in the integral gives $\Gamma(0,z)\le e^{-z}/z$. At $k^2\ge0$ the function is largest where $\Delta=m^2$, hence

$$0<\Pi(k^2)\le\frac{\alpha}{3\pi}\frac{\Lambda^2}{m^2}e^{-m^2/\Lambda^2}.$$

For $m\ll\Lambda$ but $k\gg\Lambda$ the decrease is a power instead. The endpoints $x\approx0$ and $x\approx1$ keep $x(1-x)k^2$ of order $\Lambda^2$. Near $x=0$, set $y=xk^2/\Lambda^2$. The two equal endpoint contributions give

$$\Pi(k^2)\approx\frac{2\alpha}{\pi}\,2\frac{\Lambda^4}{k^4}\int_0^\infty dy\,y\,\Gamma(0,y)=\frac{2\alpha}{\pi}\frac{\Lambda^4}{k^4}.$$

The last integral equals $\int_0^\infty dt\,\frac{e^{-t}}t\,\frac{t^2}2=\frac12$ after the order of integration is exchanged. In such a loop most of the proper time lies on one side, so the large momentum flows for only a short part of it.

### (e) Charge renormalization and cutoff corrections

**Which part of $\Pi$ is absorbed into the charge, and how fast does the remainder lose its dependence on $\Lambda$?**

**Solution.** The Maxwell action is $\frac12\int\frac{d^4k}{(2\pi)^4}A_\mu(-k)(k^2\delta_{\mu\nu}-k_\mu k_\nu)A_\nu(k)$. The fermion loop multiplies its integrand by $1+\Pi(k^2)$. Between sources that vary slowly in both space and time, so that only momenta with $k^2\ll m^2$ are exchanged, the strength of the interaction is therefore

$$e_{\rm ph}^2=\frac{e^2}{1+\Pi(0)},\qquad \Pi(0)=\frac{\alpha}{3\pi}\,\Gamma\left(0,\frac{m^2}{\Lambda^2}\right).$$

Because $\Pi(0)>0$, the vacuum screens the charge. At momentum $k$ the corresponding strength is

$$\frac{e^2}{1+\Pi(k^2)}=\frac{e_{\rm ph}^2}{1+\dfrac{\Pi(k^2)-\Pi(0)}{1+\Pi(0)}} .$$

Since $\Pi$ is proportional to $e^2$, the fraction in the denominator is the subtracted function with $e^2$ replaced by $e_{\rm ph}^2$. In this one-loop formula the cutoff-dependent constant is thus absorbed into the charge.

Insert the small-$z$ expansion into the subtracted function. The terms $\ln\Lambda^2$ and $\gamma_E$ do not depend on $k$ and cancel. The term linear in $z$ leaves $x(1-x)k^2/\Lambda^2$. Using

$$\int_0^1x^2(1-x)^2dx=\frac13-\frac12+\frac15=\frac1{30},$$

one obtains

$$\Pi(k^2)-\Pi(0)=-\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{k^2}{m^2}\right]+\frac{\alpha k^2}{15\pi\Lambda^2}+\dots$$

The first term is the finite one-loop polarization. It is negative for $k^2>0$, so the effective coupling grows with momentum: a probe with shorter wavelength sees less of the screening. The cutoff correction has the opposite sign. It is small when both $k^2$ and $m^2$ are small compared with $\Lambda^2$.

These results concern the fermion loop in a given field. Diagrams with internal photon lines contain further integrations, which the limit $s_0$ on the fermion determinant does not by itself regulate.

### (f) The same cutoff placed on the diagram

**Start instead from the usual diagram with two propagators of $\slashed\partial+m$, and restrict its total proper time to $s\ge s_0$. Is the result still transverse? It is enough to examine $k=0$.**

**Solution.** Expand $-\mathrm{Tr}\ln(\slashed\partial+m-ie\slashed A)$ to second order. With $S=(\slashed\partial+m)^{-1}$ the quadratic term is $+\frac12\mathrm{Tr}[S(-ie\slashed A)S(-ie\slashed A)]$, and $(-ie)^2=-e^2$. In momentum space $S(p)=(m-i\slashed p)/(p^2+m^2)$, so at $k=0$

$$\Pi^{\rm diag}_{\mu\nu}(0)=-e^2\int\frac{d^4p}{(2\pi)^4}\,\frac{\mathrm{tr}[\gamma_\mu(m-i\slashed p)\gamma_\nu(m-i\slashed p)]}{(p^2+m^2)^2}.$$

Terms with an odd number of $\gamma$ matrices vanish. The trace is

$$4m^2\delta_{\mu\nu}-4(2p_\mu p_\nu-p^2\delta_{\mu\nu})\ \to\ 4\delta_{\mu\nu}\left(m^2+\frac{p^2}2\right),$$

where the arrow replaces $p_\mu p_\nu$ by its angular average $p^2\delta_{\mu\nu}/4$.

The two denominators are written as $(p^2+m^2)^{-2}=\int_0^\infty ds\,s\,e^{-s(p^2+m^2)}$, and the lower limit is then raised to $s_0$. The Gaussian average of $p^2$ in four dimensions is $2/s$. The momentum integral gives

$$\Pi^{\rm diag}_{\mu\nu}(0)=-\frac{e^2}{4\pi^2}\,\delta_{\mu\nu}\int_{s_0}^\infty ds\,e^{-m^2s}\left(\frac{m^2}{s}+\frac1{s^2}\right).$$

The integrand is the total derivative $-\frac{d}{ds}\left(e^{-m^2s}/s\right)$. The upper limit contributes nothing, but the lower one does:

$$\Pi^{\rm diag}_{\mu\nu}(0)=M^2\delta_{\mu\nu},\qquad M^2=-\frac{\alpha}{\pi}\Lambda^2e^{-m^2/\Lambda^2}.$$

A transverse tensor with finite $\Pi(0)$ would vanish at $k=0$. This one does not, and it amounts to a photon mass term with a negative squared mass that grows as $\Lambda^2$. The effective action gave zero at the same momentum.

The reason lies in the place where the cut is made. In part (a) the variable $s$ belongs to the exponential of a gauge-covariant operator, and the contact term comes with it. In the diagram, $s$ is introduced after the expansion in $A$, and the integrand at fixed $s$ is not the second-order part of a gauge-invariant trace. A proper-time cutoff is thus not fully specified until one says which expression is being cut.

### (g) Numerical example

**Use $m$ as the unit of mass and $\alpha=0.007297353$. Check the tensor and the function $\Pi$ by calculations that do not use the final formulas, and compare cutoffs $\Lambda/m=2,10,100$ at $k^2=4m^2$.**

**Solution.** For the tensor, take $s=1/m^2$ and $k=(0.7,-0.4,0.9,0.5)\,m$, so that $k^2=1.71\,m^2$. The momentum integral of part (b) was summed on a four-dimensional grid with explicit Dirac matrices and without the shift of $p$. With $e^2$ factored out, the longitudinal component of the two-vertex term is $0.025330\,m^2$, in agreement with $1/4\pi^2$, and the contact term is $-0.025330\,m^2$. The sum passed the test of transversality. The coefficient of the projector is 0.006024 both from the sum and from the formula.

For $\Pi$, a field can be chosen in which the spectrum of $-\slashed D^2$ is found by diagonalization. Let $eA_2=a\cos(kx_1)$, with the other components zero, and let $B=\partial_1A_2$. With $p_\mu=-i\partial_\mu$,

$$-\slashed D^2=p_1^2+(p_2-eA_2)^2+p_3^2+p_4^2-\sigma eB,$$

where $\sigma=\pm1$ are the eigenvalues of $-i\gamma_1\gamma_2$, each occurring twice. The quadratic action is $\frac14F_{\mu\nu}F_{\mu\nu}\Pi$ for a field with a single value of $k^2$. The average of $e^2F_{\mu\nu}F_{\mu\nu}$ is $2\cdot a^2k^2/2=a^2k^2$. If $c_2a^2$ is the quadratic part of the regulated action per unit volume, then

$$c_2=\frac{k^2\Pi}{4e^2},\qquad \Pi=\frac{16\pi\alpha\,c_2}{k^2}.$$

The action is even in $a$, since $a\to-a$ is a translation by half a wavelength. Let $\mathcal D(a)$ be its change per unit volume relative to zero field. The combination $[16\mathcal D(a)-\mathcal D(2a)]/(12a^2)$ gives $c_2$ with the quartic term removed. Amplitudes of $0.05m$ and $0.10m$ were used at $k=1.5m$.

At $\Lambda^2=2m^2$ the diagonalization gives $\Pi=2.785\times10^{-4}$, and so does the gamma-function formula. The logarithmic limit gives $-1.950\times10^{-4}$, which has the wrong sign. At $\Lambda^2=m^2$ the first two give $8.517\times10^{-5}$, while the logarithmic limit gives $-7.317\times10^{-4}$. At both cutoffs the test required agreement between diagonalization and formula to within a relative difference of $5\times10^{-5}$.

At $k^2=4m^2$ the results, in units of $10^{-3}$, are:

| $\Lambda/m$ | $\Pi(k^2)$ | log limit | $\Pi(k^2)-\Pi(0)$ |
|---:|---:|---:|---:|
| 2 | 0.4900 | 0.1775 | −0.3186 |
| 10 | 2.6837 | 2.6698 | −0.4428 |
| 100 | 6.2356 | 6.2355 | −0.4488 |

The entry for $\Lambda=10m$ shows the arithmetic. Here $m^2/\Lambda^2=0.01$, and the expansion gives $\Gamma(0,0.01)\approx4.6052-0.5772+0.0100=4.0380$. Since $\alpha/3\pi=7.7427\times10^{-4}$, the value at zero momentum is $\Pi(0)\approx3.1265\times10^{-3}$. Subtraction gives $2.6837\times10^{-3}-3.1265\times10^{-3}=-0.4428\times10^{-3}$, which agrees with the table.

Without a cutoff the subtracted polarization is $-0.4489\times10^{-3}$. At $\Lambda=2m$ its magnitude is 29% smaller than this, so the low cutoff removes a substantial part of the physical response. At $\Lambda=100m$ the remaining correction is $6.194\times10^{-8}$, as the leading formula predicts:

$$\frac{\alpha k^2}{15\pi\Lambda^2}=\frac{0.007297\times4}{47.12\times10^4}=6.194\times10^{-8}.$$

Finally, the cut diagram of part (f) gives $M^2=-0.2300\,m^2$ at $\Lambda=10m$, from the momentum integral as well as from the formula. The transverse polarization at $k^2=4m^2$ and the same cutoff is $k^2\Pi=4\times2.684\times10^{-3}\,m^2=0.0107\,m^2$. The spurious mass term is about 21 times larger in magnitude. The numerical output below gives further digits.

## Computed values

```
alpha = 0.007297353 (dimensionless)
Fixed proper time s = 1.0 / m^2, e^2 factored out
k components = [ 0.7 -0.4  0.9  0.5] m;  k^2 = 1.71 m^2
longitudinal part, two-vertex term = 0.02533030 m^2
longitudinal part, contact term    = -0.02533030 m^2
largest |k_m K_mn| below 1e-9 m^3: True
transverse coefficient, momentum sum = 0.00602385
transverse coefficient, formula      = 0.00602385
Sinusoidal field: k = 1.5 m, e*A amplitudes 0.05 and 0.10 m
Lambda^2 = 2.0 m^2: Pi from diagonalization = 2.78517e-04
   Pi from gamma formula = 2.78517e-04, log limit = -1.95040e-04
Lambda^2 = 1.0 m^2: Pi from diagonalization = 8.51704e-05
   Pi from gamma formula = 8.51705e-05, log limit = -7.31725e-04
Diagram with cut total proper time: Pi_mn(0) = M2 * delta_mn
Lambda =    2 m: M2 quadrature = -7.236054e-03 m^2, formula = -7.236054e-03 m^2
Lambda =   10 m: M2 quadrature = -2.299707e-01 m^2, formula = -2.299707e-01 m^2
Table at k^2 = 4.0 m^2 (Pi is dimensionless)
Lambda =    2 m: Pi(k^2) = 4.899555e-04, log limit = 1.775369e-04
   Pi(0) = 8.085600e-04, Pi(k^2)-Pi(0) = -3.186045e-04
Lambda =   10 m: Pi(k^2) = 2.683700e-03, log limit = 2.669826e-03
   Pi(0) = 3.126460e-03, Pi(k^2)-Pi(0) = -4.427609e-04
Lambda =  100 m: Pi(k^2) = 6.235625e-03, log limit = 6.235486e-03
   Pi(0) = 6.684474e-03, Pi(k^2)-Pi(0) = -4.488491e-04
Pi(k^2)-Pi(0) without cutoff = -4.489110e-04
cutoff correction at Lambda = 100 m: 6.1937e-08, leading formula 6.1942e-08
```
